# Quantum gap variance in Marcus theory breaks detailed balance when cold

**An uphill electron transfer at absolute zero**

Take one harmonic nuclear mode with quantum \(\hbar\omega=0.055\) eV and reorganization energy \(\lambda=0.70\) eV. Let an electron transfer cost \(\Delta G=0.22\) eV, four quanta. At \(T=0\) the nuclei sit in their ground state and have no energy to give, so the transfer cannot occur.

Marcus theory uses a Gaussian distribution of the energy gap, with classical variance \(2\lambda kT\). Hopfield's replacement, meant to extend it to low temperature, is

\[
k_H(\Delta G)=\frac{2\pi}{\hbar}V^2\,G(-\Delta G),\qquad
G(x)=\frac{e^{-(x-\lambda)^2/2\sigma^2}}{\sqrt{2\pi\sigma^2}},\qquad
\sigma^2=\lambda\hbar\omega\coth\frac{\hbar\omega}{2kT},
\]

where \(V\) is a weak, constant electronic coupling. At \(T=0\) the variance is \(\lambda\hbar\omega=0.0385\) eV², and

\[
\hbar\omega\,G(-0.22\ \mathrm{eV})=\frac{0.055}{\sqrt{2\pi(0.0385)}}\,
\exp\!\left[-\frac{(0.92)^2}{2(0.0385)}\right]\approx1.9\times10^{-6}.
\]

This is the Gaussian's density times one quantum, roughly its weight in an energy interval of that width. It is small, but it should be zero: the formula supplies 0.22 eV from nowhere. The downhill step has \((0.48)^2\) in place of \((0.92)^2\), so the ratio of uphill to downhill rates is

\[
\exp\!\left[-\frac{0.92^2-0.48^2}{2(0.0385)}\right]=e^{-8}\approx3.4\times10^{-4}.
\]

Two states linked by these rates would settle with a finite population in the upper one at absolute zero.

Energies are in eV here, the natural unit for electrode reactions.

**Where the Gaussian comes from**

With a mass-weighted coordinate \(q\) and momentum \(p\), let

\[
H_i=\tfrac12p^2+\tfrac12\omega^2q^2,\qquad
H_f=\tfrac12p^2+\tfrac12\omega^2(q-d)^2+\Delta G .
\]

The frequencies are equal, so \(\Delta G\) is both the difference of the minima and the free-energy difference. Expanding the square gives the vertical gap

\[
H_f-H_i=\Delta G+U,\qquad U=\lambda-\omega^2d\,q,\qquad \lambda=\tfrac12\omega^2d^2 .
\]

In thermal equilibrium \(\langle q\rangle=0\) and \(\langle q^2\rangle=(\hbar/2\omega)\coth(\hbar\omega/2kT)\). Thus \(U\) has mean \(\lambda\) and variance \(\omega^4d^2\langle q^2\rangle=\lambda\hbar\omega\coth(\hbar\omega/2kT)\), which is \(\sigma^2\).

Its distribution is Gaussian even when quantum. To see this, let \(a\) be the lowering operator and \(\mathcal D(\alpha)=e^{\alpha a^\dagger-\alpha^*a}=e^{-|\alpha|^2/2}e^{\alpha a^\dagger}e^{-\alpha^*a}\). The level populations are \((1-r)r^m\), with \(r=e^{-\hbar\omega/kT}\), so

\[
\langle a^{\dagger k}a^k\rangle=(1-r)\sum_{m\ge k}\frac{m!}{(m-k)!}r^m
=k!\left(\frac{r}{1-r}\right)^k=k!\,\bar n^k,
\]

where \(\bar n\) is the mean number of quanta. Only equal powers of \(a^\dagger\) and \(a\) survive the thermal average, hence

\[
\langle\mathcal D(\alpha)\rangle=e^{-|\alpha|^2/2}\sum_k\frac{(-|\alpha|^2)^k}{(k!)^2}k!\,\bar n^k
=e^{-|\alpha|^2(\bar n+1/2)}. \tag{1}
\]

Setting \(\alpha=i\kappa\sqrt{\hbar/2\omega}\) makes \(\mathcal D=e^{i\kappa q}\). Its average is then Gaussian in \(\kappa\), and so the distribution of \(q\), and of \(U\), is Gaussian.

Hopfield's rate therefore uses the correct distribution of the vertical gap. The error is to treat the condition \(U=-\Delta G\) as energy conservation. It equates potential energies at a frozen position, while a quantum transition conserves total energy, and the kinetic energy does not commute with \(q\).

**What the golden rule requires**

Let \(m\) label nuclear eigenstates on the initial surface and \(n\) those on the final one. Then

\[
k_f=\frac{2\pi}{\hbar}V^2\sum_{mn}\frac{e^{-E_m/kT}}{Z_i}|\langle n|m\rangle|^2\delta(E_n-E_m),
\]

where \(E_n\) includes \(\Delta G\). In the backward rate the Boltzmann factor is \(e^{-E_n/kT}/Z_f\), while the overlap and the delta function are the same. The delta function makes the two exponentials equal, so \(Z_ik_f=Z_fk_b\), or

\[
\frac{k_f}{k_b}=\frac{Z_f}{Z_i}=e^{-\Delta G/kT}. \tag{2}
\]

This proof needs neither harmonic surfaces nor equal frequencies. It needs weak coupling, thermal nuclei on the starting surface, and a dense enough spectrum for a rate to exist. The coupling need not even be constant: if \(V\) depends on the nuclear coordinate, \(V^2|\langle n|m\rangle|^2\) becomes \(|\langle n|V|m\rangle|^2\), which is again the same in both directions.

For the displaced wells, let \(D(x)\) be the thermal distribution of the energy \(x\) gained by the nuclei, without the offset \(\Delta G\). Energy conservation gives \(x=-\Delta G\) forward and \(x=+\Delta G\) backward. The reflection \(q\to d-q\) exchanges the wells, so one function serves both directions:

\[
k_f=\frac{2\pi}{\hbar}V^2D(-\Delta G),\qquad
k_b=\frac{2\pi}{\hbar}V^2D(\Delta G),\qquad
D(x)=e^{x/kT}D(-x). \tag{3}
\]

**The correct distribution for one mode**

Write \(S=\lambda/\hbar\omega\). The final well is the initial one moved by \(\mathcal D(\sqrt S)\). The characteristic function of \(D\) is therefore

\[
\chi(t)=\int D(x)e^{-ixt/\hbar}dx
=\left\langle e^{iH_it/\hbar}\mathcal D(\sqrt S)e^{-iH_it/\hbar}\mathcal D(-\sqrt S)\right\rangle .
\]

Time evolution turns the first displacement into \(\mathcal D(\sqrt S\,e^{i\omega t})\). The product of the two displacements is \(e^{-iS\sin\omega t}\,\mathcal D(\sqrt S(e^{i\omega t}-1))\). Since \(|e^{i\omega t}-1|^2=2(1-\cos\omega t)\), equation (1) gives

\[
\ln\chi=-iS\sin\omega t-S(2\bar n+1)(1-\cos\omega t)
=S(\bar n+1)(e^{-i\omega t}-1)+S\bar n(e^{i\omega t}-1). \tag{4}
\]

This belongs to the difference of two independent Poisson counts: quanta delivered to the mode, with mean \(\mu_+=S(\bar n+1)\), and quanta taken from it, with mean \(\mu_-=S\bar n\). The weight at \(x=n\hbar\omega\), for \(n\ge0\), is

\[
p_n=e^{-\mu_+-\mu_-}\sum_{k\ge0}\frac{\mu_+^{n+k}\mu_-^k}{(n+k)!\,k!}
=e^{-S\coth b+nb}I_{n}\!\left(\frac{S}{\sinh b}\right),\qquad b=\frac{\hbar\omega}{2kT}.
\]

The last form uses \(\mu_+/\mu_-=e^{2b}\), \(2\sqrt{\mu_+\mu_-}=S/\sinh b\) and the series of the modified Bessel function. For negative \(n\) the order becomes \(|n|\). Hence \(p_n/p_{-n}=e^{2nb}=e^{n\hbar\omega/kT}\), in agreement with (3). At \(T=0\), \(\mu_-=0\) and every weight with \(n<0\) vanishes.

Expanding (4) in powers of \(-it/\hbar\) gives the cumulants

\[
\kappa_r=S(\hbar\omega)^r\left[(\bar n+1)+(-1)^r\bar n\right]:\qquad
\kappa_1=\lambda,\quad \kappa_2=\sigma^2,\quad \kappa_3=\lambda(\hbar\omega)^2 .
\]

The Gaussian has the right mean and variance but no third cumulant. The missing term can be traced to the kinetic energy. In an initial eigenstate,

\[
\langle x^3\rangle=\langle U(H_i+U-E_m)U\rangle
=\langle U^3\rangle+\tfrac12\langle[U,[H_i,U]]\rangle .
\]

Here \([H_i,U]=i\hbar\omega^2d\,p\), so the double commutator is \(\hbar^2\omega^4d^2\), and half of it is \(\lambda(\hbar\omega)^2\). At 298.15 K a direct sum over numerically diagonalized levels gives a variance of 0.04876 eV² and a third cumulant of \(2.1175\times10^{-3}\) eV³, equal to the formulas in all these digits.

**The general statement about the Gaussian**

For several independent modes the gap is a sum of independent Gaussian variables, with \(\lambda=\sum_j\lambda_j\) and \(\sigma^2=\sum_j\lambda_j\hbar\omega_j\coth(\hbar\omega_j/2kT)\). The ratio of Hopfield rates is

\[
\frac{k_f}{k_b}=\frac{G(-\Delta G)}{G(\Delta G)}
=\exp\!\left[-\frac{(\lambda+\Delta G)^2-(\lambda-\Delta G)^2}{2\sigma^2}\right]
=e^{-2\lambda\Delta G/\sigma^2}.
\]

The difference of squares is \(4\lambda\Delta G\). Thus

\[
\frac{k_f}{k_b}=e^{-\Delta G/kT_{\rm eff}},\qquad
kT_{\rm eff}=\frac{\sigma^2}{2\lambda}
=\frac1\lambda\sum_j\lambda_j\,\frac{\hbar\omega_j}{2}\coth\frac{\hbar\omega_j}{2kT}. \tag{5}
\]

Because \(\tanh y<y\) for \(y>0\), each term \(\tfrac12\hbar\omega_j\coth(\hbar\omega_j/2kT)\) exceeds \(kT\), and so \(T_{\rm eff}>T\). Detailed balance fails for every \(\Delta G\ne0\). A Gaussian of mean \(\lambda\) satisfies it only if \(\sigma^2=2\lambda kT\), the classical value. No other choice of variance can repair the ratio while the shape stays Gaussian and the mean stays \(\lambda\).

For one warm mode, \(y\coth y\approx1+y^2/3\) gives \(T_{\rm eff}\approx T[1+(\hbar\omega/kT)^2/12]\), so the violation fades. For one cold mode, \(kT_{\rm eff}\to\hbar\omega/2\): zero-point motion acts as if it were heat. Here that limit is 319 K. The ratio of uphill to downhill rates for the climb of 0.22 eV is:

| \(T\) (K) | \(T_{\rm eff}\) (K) | Golden rule | Hopfield |
|---|---|---|---|
| 298.15 | 404 | \(1.9\times10^{-4}\) | \(1.8\times10^{-3}\) |
| 200 | 346 | \(2.9\times10^{-6}\) | \(6.3\times10^{-4}\) |
| 100 | 320 | \(8.2\times10^{-12}\) | \(3.4\times10^{-4}\) |
| 50 | 319 | \(6.7\times10^{-23}\) | \(3.4\times10^{-4}\) |

An isolated mode has a line spectrum, so the golden-rule column compares line weights. It stands for rates when a weak environment, itself in thermal equilibrium at \(T\), broadens the lines. The first row already shows a tenfold error: "cold" is measured against \(\hbar\omega/k\), and at room temperature \(\hbar\omega/kT=2.14\).

**The rate itself at zero driving**

At \(\Delta G=0\) Hopfield's forward and backward rates agree by symmetry, but their common value can be wrong. At \(T=0\) the golden-rule weight at \(x=0\) is \(p_0=e^{-S}\). The Gaussian weight per quantum is \(e^{-S/2}/\sqrt{2\pi S}\), with half the exponent. For \(S=12.73\) these are \(3.0\times10^{-6}\) and \(1.9\times10^{-4}\).

At finite temperature, (3) says that \(E(x)=D(x)e^{-x/2kT}\) is even. Its area follows from (4) with \(e^{-i\omega t}\) replaced by \(e^{-b}\):

\[
\ln\!\int\!E\,dx=S(\bar n+1)(e^{-b}-1)+S\bar n(e^{b}-1)
=\frac{S(1-\cosh b)}{\sinh b}=-S\tanh\frac{\hbar\omega}{4kT}. \tag{6}
\]

Here \(\bar n+1=e^b/(2\sinh b)\) and \(\bar n=e^{-b}/(2\sinh b)\) were used. When \(E\) is a smooth peak about zero, this sets the exponent of \(D(0)\). Hopfield's exponent is \(-\lambda/4kT_{\rm eff}\). For a warm mode the two are

\[
-\frac{\lambda}{4kT}\left[1-\frac{1}{48}\left(\frac{\hbar\omega}{kT}\right)^2\right]
\quad\text{and}\quad
-\frac{\lambda}{4kT}\left[1-\frac1{12}\left(\frac{\hbar\omega}{kT}\right)^2\right].
\]

At this order Hopfield's formula lowers the barrier four times as much as it should. This concerns the exponents only. The prefactors also change at order \((\hbar\omega/kT)^2\), so the factor four carries over to the rates only when \(\lambda\gg kT\) as well. For this mode the ratio of the logarithmic enhancements over the Marcus value is 2.4 at 298 K and 1.7 at 1000 K.

**An ion at a metal electrode**

Now add a classical solvent with reorganization energy \(\lambda_s=0.80\) eV. Taking \(\omega t\to0\) and \(\bar n\to kT/\hbar\omega\) in (4) gives a Gaussian of mean \(\lambda_s\) and variance \(2\lambda_skT\), which satisfies (3) by itself. With the mode, now called \(\lambda_q=0.70\) eV,

\[
D(x)=\sum_np_n\,N(x;\lambda_s+n\hbar\omega,\,2\lambda_skT),
\]

where \(N(x;\mu,v)\) is a normal density. Reversing \(x\) and \(n\) together produces the factors \(e^{(x-n\hbar\omega)/kT}\) and \(e^{n\hbar\omega/kT}\), whose product is \(e^{x/kT}\). The sum therefore keeps detailed balance.

Measure the electron energy \(\varepsilon\) from the Fermi level, with occupation \(f=1/(1+e^{\varepsilon/kT})\), and the potential \(\eta\) from the formal potential. A positive \(\eta\) lowers the metal's electrons relative to the ion, so reduction costs \(\Delta G=e\eta-\varepsilon\). With a constant width \(\Gamma=2\pi V^2\rho\), where \(\rho\) is the density of metal states,

\[
k_{\rm red}=\frac{\Gamma}{\hbar}\int f(\varepsilon)D(\varepsilon-e\eta)\,d\varepsilon,\qquad
k_{\rm ox}=\frac{\Gamma}{\hbar}\int[1-f(\varepsilon)]D(e\eta-\varepsilon)\,d\varepsilon .
\]

Since \(1-f=fe^{\varepsilon/kT}\) and \(D(e\eta-\varepsilon)=e^{(e\eta-\varepsilon)/kT}D(\varepsilon-e\eta)\), the \(\varepsilon\)-dependent exponentials cancel and \(k_{\rm ox}/k_{\rm red}=e^{e\eta/kT}\). Zero current requires \(c_{\rm red}k_{\rm ox}=c_{\rm ox}k_{\rm red}\), which gives the Nernst law for ideal concentrations.

For Hopfield's Gaussian, \(\partial\ln G(\varepsilon-e\eta)/\partial(e\eta)=(\varepsilon-e\eta-\lambda)/\sigma^2\). Replacing \(\varepsilon\) by \(-\varepsilon\) in the oxidation integral shows that \(k_{\rm ox}(\eta)=k_{\rm red}(-\eta)\). Hence at \(\eta=0\)

\[
\frac{d\ln(k_{\rm ox}/k_{\rm red})}{d(e\eta)}=\frac{2(\lambda-\langle\varepsilon\rangle)}{\sigma^2},
\]

where \(\langle\varepsilon\rangle\) is the mean electron energy in the reduction integral. At 298.15 K, \(\lambda=1.50\) eV, \(\sigma^2=0.0899\) eV² and \(\langle\varepsilon\rangle=-0.016\) eV. The slope is \(2(1.516)/0.08987=33.74\) eV⁻¹, or \(\ln10/33.74=0.0682\) V per decade. Hopfield's rates thus give 68.2 mV per decade where thermodynamics requires 59.2. Equation (5) alone, with \(T_{\rm eff}=348\) K, gives 69.0.

At \(\eta=0.10\) V the correct ratio \(c_{\rm ox}/c_{\rm red}\) at zero current is 49.0. Hopfield's \(k_{\rm ox}/k_{\rm red}\) is 29.2. At the true equilibrium composition its oxidation flux is then \(29.2/49.0=0.60\) of its reduction flux, leaving a false net reduction current of 40% of the reduction flux.

For \(\Gamma=10^{-4}\) eV the rate constants at \(\eta=0\) are \(1.4\times10^4\) s⁻¹ from the full \(D\), \(5.9\times10^4\) s⁻¹ from Hopfield and \(0.78\times10^4\) s⁻¹ from Marcus. The exponents explain the order. By (6) and its classical limit for the solvent, the full one is

\[
-\frac{0.80}{4(0.02569)}-12.73\tanh(0.535)=-7.78-6.23=-14.0 .
\]

Hopfield's is \(-1.50^2/(2\times0.0899)=-12.5\), and Marcus's is \(-1.50/(4\times0.02569)=-14.6\). Here the quantum variance makes the rate worse, a factor 4.1 too high against Marcus's 0.54, and also spoils the equilibrium that Marcus theory respects.

The Gaussian does work near its centre. At \(x=\lambda\) it is within 0.1% of the full \(D\) (within 3% out to one standard deviation on either side), whose skewness \(\kappa_3/\sigma^3\) is only 0.079. Electrode exchange near \(\eta=0\) samples \(x\approx0\), five standard deviations away, where small higher cumulants have a large effect. The skewness alone would put the Gaussian about 8 times above \(D(0)\); the cumulants beyond it bring this back to about 4.

**How this compares with a real bath**

The parameters are rough typical values for a ferric/ferrous aqua couple in a weakly complexing acid; \(\Gamma\) is chosen, so the absolute rates are not predictions. In ferric chloride etching baths much of the iron is bound to chloride, and these values do not describe it directly. Real water is not wholly classical. Moving 15% of \(\lambda_s\) into librations of 0.070 eV, with the total held fixed, multiplies the full rate by 1.18 and raises Hopfield's \(T_{\rm eff}\) to 361 K. The 15% share is an illustration and probably low. An oscillator fit to the dielectric spectrum of water places roughly 30% of \(\lambda_s\) in librations and a few per cent in intramolecular modes, which raises the full rate by a factor of about 2. The metal–ligand bonds also differ between the two oxidation states. Quanta of 0.0605 eV (oxidized) and 0.0495 eV (reduced), with the displacement held fixed, multiply the rate at the shifted formal potential by 1.16 and shift the free energy of reduction by −7 meV. At the potential corrected for that shift, the computed forward and backward rates agree, as (2) demands. These figures soften only the displaced mode; softening all six metal–oxygen stretches in the same way gives a shift of −42 meV and a factor 1.11.

Weak coupling can be judged from the expected number of electron hops while the gap crosses a window of width \(kT\). Order-of-magnitude estimates are \(\Gamma kT/(\hbar\omega\sigma_q)=2\times10^{-4}\) for the mode, with \(\sigma_q^2\) its share of the variance, and \(\Gamma\tau kT/(2\hbar\lambda_s)=10^{-3}\) for a solvent relaxing in \(\tau=0.5\) ps. Both are small, and \(\Gamma/kT=0.004\). A strongly coupled ion, adsorbed or not, would need another rate theory. Double-layer work terms, complexation and anharmonicity are left out and not sized. The Nernst comparison applies to an inert electrode; a dissolving metal takes a mixed potential set by more than one reaction.

For cold modes, the remedy within weak coupling is to keep the full distribution \(D\). The numerical output below lists the values used here.

## Table of computed values

```
temperature 298.15 K, kT 0.02569 eV
solvent reorganization 0.80 eV
mode reorganization 0.70 eV, quantum 0.055 eV
Huang-Rhys factor S 12.727, quantum/kT 2.141
electronic width 1.0e-04 eV
ISOLATED MODE
variance: sum 0.048759, formula 0.048759 eV^2
third cumulant: sum 2.117500e-03 eV^3
third cumulant: formula 2.117500e-03 eV^3
climb of four quanta 0.220 eV; up/down rate ratios:
 T 298.15 K, T_eff 404.2 K, exact 1.911e-04, Hopfield 1.806e-03
 T 200.00 K, T_eff 346.5 K, exact 2.859e-06, Hopfield 6.311e-04
 T 100.00 K, T_eff 320.2 K, exact 8.175e-12, Hopfield 3.446e-04
 T 50.00 K, T_eff 319.1 K, exact 6.683e-23, Hopfield 3.355e-04
T=0 limit of T_eff 319.1 K
T=0 Hopfield uphill weight per quantum 1.882e-06
weight at zero gain, 20 K, exact 2.969e-06
weight at zero gain, T=0, Hopfield 1.927e-04
ELECTRODE, SOLVENT PLUS MODE
total reorganization 1.50 eV, variance 0.08987 eV^2
classical variance 0.07708 eV^2
skewness of exact D 0.0786
kT_eff 0.02996 eV, T_eff 347.6 K
Hopfield/exact density at the mean 0.9990
exchange rate exact 1.448e+04 1/s
exchange rate Hopfield 5.900e+04 1/s
exchange rate Marcus 7.766e+03 1/s
Hopfield/exact 4.074, Marcus/exact 0.536
Nernst slope exact 59.16 mV/decade
Nernst slope Hopfield 68.25 mV/decade
slope from kT_eff alone 68.98 mV/decade
mean electron energy, Hopfield -0.01606 eV
potential from formal value 0.10 V
k_ox/k_red exact 49.02
k_ox/k_red Hopfield 29.20
false net flux/reduction flux 0.404
NEGLECTED EFFECTS
libration share 0.15 of solvent, quantum 0.070 eV
librations: exact rate times 1.177
librations: Hopfield T_eff 360.8 K
unequal quanta 0.0605 and 0.0495 eV
unequal quanta: exact rate times 1.159
unequal quanta: free-energy shift -6.98 meV
solvent relaxation time 0.50 ps
hops per crossing: mode 2.1e-04, solvent 1.2e-03
electronic width/kT 3.89e-03
```
